# How probe skew moves switching loss between turn-on and turn-off: a program that tests the result

```python
"""
Result under test: in a double-pulse test a current trace recorded late by
'skew' changes the measured turn-on energy by about -V*I*skew and the turn-off
energy by about +V*I*skew. The first-order error of their sum is
  skew * [ integral L (di/dt)^2 dt - integral C_D (dv_D/dt)^2 dt ],
which vanishes only when the two switching paths enclose no net area.
Symbols: v, i = switch voltage and terminal current; v_D, C_D = reverse voltage
and capacitance of the freewheeling diode; L = commutation-loop inductance.
Units: V, A, ns, nH, nF, ohm; then V*A*ns = nJ. Parameters are rough typical
values for a 1200 V 4H-SiC MOSFET with a SiC Schottky diode.
"""
import math
import numpy as np
from scipy.integrate import odeint, trapezoid
from scipy.signal import lfilter

BUS, LOAD = 800.0, 40.0
POWER = BUS * LOAD
R_LOOP, R_DIODE = 0.3, 0.03
R_GATE, GATE_ON, GATE_OFF = 20.0, 15.0, -4.0
C_GS, C_GD, C_DS = 1.5, 0.015, 0.100
V_KNEE, V_BUILT = 3.5, 1.5
L_BASE, CJ_BASE = 15.0, 1.7
VTH_BASE, GM_BASE = 4.0, 10.0
RATING = 1200.0
STEP, WINDOW = 0.025, 1500.0
time = np.arange(int(round(WINDOW / STEP)) + 1) * STEP
DET = (C_GS + C_GD) * (C_DS + C_GD) - C_GD**2


def circuit_rates(state, t, drive, loop_l, cj, vth, gm):
    vgs, v, i, vd = state
    channel = gm * max(vgs - vth, 0.0) * math.tanh(v / V_KNEE)
    gate_current = (drive - vgs) / R_GATE
    charging = i - channel
    dvgs = ((C_DS + C_GD) * gate_current + C_GD * charging) / DET
    dv = (C_GD * gate_current + (C_GS + C_GD) * charging) / DET
    di = (BUS - R_LOOP * i - vd - v) / loop_l
    cap = cj / math.sqrt(1.0 + max(vd, 0.0) / V_BUILT)
    dvd = (i - LOAD + max(-vd, 0.0) / R_DIODE) / cap
    return [dvgs, dv, di, dvd]


def skewed_energy(v, i, samples):
    """Energy in nJ with the current trace late by a number of samples."""
    index = np.clip(np.arange(len(i)) - samples, 0, len(i) - 1)
    return trapezoid(v * i[index], dx=STEP)


def skew_slope(v, i):
    return (skewed_energy(v, i, 1) - skewed_energy(v, i, -1)) / (2 * STEP)


def run_case(loop_l=L_BASE, cj=CJ_BASE, vth=VTH_BASE, gm=GM_BASE):
    start = [GATE_OFF, BUS + LOAD * R_DIODE, 0.0, -LOAD * R_DIODE]
    first = start
    edges = []
    for drive in (GATE_ON, GATE_OFF):
        out = odeint(circuit_rates, start, time,
                     args=(drive, loop_l, cj, vth, gm),
                     rtol=1e-8, atol=1e-8, mxstep=5000)
        edges.append(out.T)
        start = out[-1]
    # The switching cycle must close for the loop-area argument to apply.
    assert np.max(np.abs(np.array(first) - start)) < 1e-2
    slopes = [skew_slope(e[1], e[2]) for e in edges]
    inductive = capacitive = 0.0
    for vgs, v, i, vd in edges:
        di = (BUS - R_LOOP * i - vd - v) / loop_l
        cap = cj / np.sqrt(1 + np.maximum(vd, 0) / V_BUILT)
        dvd = (i - LOAD + np.maximum(-vd, 0) / R_DIODE) / cap
        inductive += trapezoid(loop_l * di**2, dx=STEP)
        capacitive += trapezoid(cap * dvd**2, dx=STEP)
    # Direct shifting of traces against the reactive-element formula.
    assert abs(sum(slopes) - (inductive - capacitive)) < 0.005 * POWER
    return edges, slopes, inductive, capacitive


# Ideal sequential ramps: cancellation, cubic remainder, unequal currents.
RISE_I, FALL_V, RISE_V, FALL_I = 12.0, 25.0, 18.0, 14.0
ramp_t = np.linspace(-20.0, 80.0, 100001)


def ramp_errors(skew, current_on=LOAD, current_off=LOAD):
    v_on = np.interp(ramp_t, [RISE_I, RISE_I + FALL_V], [BUS, 0])
    v_off = np.interp(ramp_t, [0, RISE_V], [0, BUS])

    def energies(delay):
        i_on = np.interp(ramp_t - delay, [0, RISE_I], [0, current_on])
        i_off = np.interp(ramp_t - delay, [RISE_V, RISE_V + FALL_I],
                          [current_off, 0])
        return np.array([trapezoid(v_on * i_on, ramp_t),
                         trapezoid(v_off * i_off, ramp_t)])
    return energies(skew) - energies(0.0)


RAMP_SKEW = 3.0
late = ramp_errors(RAMP_SKEW)
early = ramp_errors(-RAMP_SKEW)
late_cubic = POWER * RAMP_SKEW**3 / (6 * RISE_I * FALL_V)
early_cubic = POWER * RAMP_SKEW**3 / (6 * RISE_V * FALL_I)
assert abs(late.sum() / late_cubic - 1) < 2e-3
assert abs(early.sum() / early_cubic - 1) < 2e-3
assert abs(late[1] / (POWER * RAMP_SKEW) - 1) < 1e-4
assert abs(early[0] / (POWER * RAMP_SKEW) - 1) < 1e-4
unequal = ramp_errors(1.0, LOAD, LOAD + 8.0).sum()
unequal_formula = BUS * 8.0 + POWER / (6 * RISE_I * FALL_V)
assert abs(unequal / unequal_formula - 1) < 2e-3

# Full circuit and runs that isolate the causes of the remainder.
edges, slopes, inductive, capacitive = run_case()
small_both = run_case(L_BASE / 10, CJ_BASE / 10)[1]
small_cap = run_case(L_BASE, CJ_BASE / 10)[1]
small_ind = run_case(L_BASE / 10, CJ_BASE)[1]
hot = run_case(vth=3.0, gm=8.0)[1]
assert -1.3 < slopes[0] / POWER < -0.7
assert 0.7 < slopes[1] / POWER < 1.3
assert abs(sum(slopes)) < 0.5 * abs(slopes[0])
assert abs(sum(small_both)) < 0.08 * POWER
assert sum(small_cap) > 0 > sum(small_ind)

(vgs_on, v_on, i_on, vd_on), (vgs_off, v_off, i_off, vd_off) = edges
k_on = int(np.argmax(v_on < 0.1 * BUS))
k_off = int(np.argmax(v_off > 0.1 * BUS))
conduction_on = v_on[-1] * i_on[-1] * (WINDOW - time[k_on])
conduction_off = v_off[0] * i_off[0] * time[k_off]
energy_on = skewed_energy(v_on, i_on, 0) - conduction_on
energy_off = skewed_energy(v_off, i_off, 0) - conduction_off


def trace_errors(skew):
    n = int(round(skew / STEP))
    return np.array([skewed_energy(v, i, n) - skewed_energy(v, i, 0)
                     for v, i in ((v_on, i_on), (v_off, i_off))])


for skew in (1.0, -1.0):
    predicted = np.array(slopes) * skew
    assert np.all(np.abs(trace_errors(skew) - predicted) < 0.05 * POWER)
    assert abs(trace_errors(skew).sum() - predicted.sum()) < 0.05 * POWER

# Capacitive energy: terminal energy against dissipation in the channel.
channel_on = (GM_BASE * np.maximum(vgs_on - VTH_BASE, 0)
              * np.tanh(v_on / V_KNEE))
hidden = trapezoid(v_on * (channel_on - i_on), dx=STEP)
stored = 0.5 * (C_DS + C_GD) * BUS**2
assert abs(hidden / stored - 1) < 0.03

# A single-pole current probe acts to first order as a delay.
BANDWIDTH = 0.2
pole = 1 / (2 * math.pi * BANDWIDTH)


def limited(i):
    gain = STEP / (2 * pole + STEP)
    feedback = (2 * pole - STEP) / (2 * pole + STEP)
    return i[0] + lfilter([gain, gain], [1, -feedback], i - i[0])


probe_errors = np.array([trapezoid(v * (limited(i) - i), dx=STEP)
                         for v, i in ((v_on, i_on), (v_off, i_off))])
assert np.all(np.abs(probe_errors - np.array(slopes) * pole)
              < 0.1 * POWER * pole)

# Neglected effects, with load inductance in uH and pulse times in us.
LOAD_L, GAP, SECOND_PULSE = 200.0, 5.0, 2.0
droop = LOAD * R_DIODE * GAP / LOAD_L
extra_current = BUS * SECOND_PULSE / LOAD_L
edge_drift = BUS * 0.05 / LOAD_L
half = int(np.argmax(i_on > LOAD / 2))
di_half = (i_on[half + 1] - i_on[half - 1]) / (2 * STEP)
EXCESS_CHARGE = 50.0
recovery_peak = math.sqrt(2 * EXCESS_CHARGE * di_half)
peak_v = v_off.max()
assert peak_v < RATING

print(f"Bus voltage {BUS:.0f} V; load current {LOAD:.0f} A")
print(f"Product V*I = {POWER/1000:.1f} uJ per ns of skew")
print(f"Loop: {L_BASE:.1f} nH, {R_LOOP:.2f} ohm; diode {R_DIODE:.2f} ohm")
print(f"Diode zero-bias capacitance {CJ_BASE:.2f} nF")
print(f"Diode built-in voltage {V_BUILT:.1f} V")
print(f"Gate {GATE_OFF:.0f} to {GATE_ON:.0f} V through {R_GATE:.0f} ohm")
print(f"C_gs, C_gd, C_ds = {C_GS:.3f}, {C_GD:.3f}, {C_DS:.3f} nF")
print(f"Threshold {VTH_BASE:.1f} V; transconductance {GM_BASE:.1f} A/V")
print(f"Channel knee voltage {V_KNEE:.1f} V")
print(f"Ramp times on: i {RISE_I:.0f} ns, v {FALL_V:.0f} ns")
print(f"Ramp times off: v {RISE_V:.0f} ns, i {FALL_I:.0f} ns")
print(f"Ramps, +3 ns: on {late[0]/1e3:.3f}, off {late[1]/1e3:.3f} uJ")
print(f"Ramps, +3 ns: sum {late.sum()/1e3:.4f} uJ")
print(f"Ramps, +3 ns: cubic formula {late_cubic/1e3:.4f} uJ")
print(f"Ramps, -3 ns: on {early[0]/1e3:.3f}, off {early[1]/1e3:.3f} uJ")
print(f"Ramps, -3 ns: sum {early.sum()/1e3:.4f} uJ")
print(f"Ramps, -3 ns: cubic formula {early_cubic/1e3:.4f} uJ")
print(f"Circuit, aligned: E_on {energy_on/1e3:.1f} uJ")
print(f"Circuit, aligned: E_off {energy_off/1e3:.1f} uJ")
print(f"Circuit, aligned: sum {(energy_on+energy_off)/1e3:.1f} uJ")
print(f"Slope on {slopes[0]/1e3:.2f} uJ/ns")
print(f"Slope off {slopes[1]/1e3:.2f} uJ/ns")
print(f"Slope of sum, by shifting {sum(slopes)/1e3:.3f} uJ/ns")
print(f"Inductive term {inductive/1e3:.3f} uJ/ns")
print(f"Capacitive term {capacitive/1e3:.3f} uJ/ns (subtracted)")
print(f"Slope of sum, formula {(inductive-capacitive)/1e3:.3f} uJ/ns")
print(f"Slope of sum / V*I = {100*sum(slopes)/POWER:.1f} %")
for skew in (-2.0, -1.0, 1.0, 2.0):
    e = trace_errors(skew) / 1e3
    print(f"Skew {skew:+.0f} ns: on {e[0]:+.2f}, off {e[1]:+.2f}, "
          f"sum {e.sum():+.2f} uJ")
for label, case in (("L/10 and C_D/10", small_both), ("C_D/10", small_cap),
                    ("L/10", small_ind), ("hot: 3 V, 8 A/V", hot)):
    print(f"Sum slope / V*I, {label}: {100*sum(case)/POWER:.1f} %")
print(f"Peak turn-on current {i_on.max():.1f} A")
print(f"Peak turn-off voltage {peak_v:.0f} V; rating {RATING:.0f} V")
print(f"Output-capacitance energy {stored/1e3:.1f} uJ")
print(f"Channel minus terminal energy, turn-on {hidden/1e3:.1f} uJ")
print(f"Probe bandwidth {BANDWIDTH*1e3:.0f} MHz: delay {pole:.3f} ns")
print(f"Probe error on {probe_errors[0]/1e3:.2f} uJ")
print(f"Probe error off {probe_errors[1]/1e3:.2f} uJ")
print(f"Load {LOAD_L:.0f} uH; gap {GAP:.0f} us: droop {droop:.3f} A")
print(f"Load-current drift in 50 ns {edge_drift:.2f} A")
print(f"Second pulse {SECOND_PULSE:.0f} us: extra {extra_current:.1f} A")
print(f"Its uncancelled error {BUS*extra_current/1e3:.2f} uJ/ns")
print(f"Current slope at half load {di_half:.2f} A/ns")
print(f"Assumed recovery charge {EXCESS_CHARGE:.0f} nC: "
      f"peak {recovery_peak:.1f} A")
print(f"Recovery term at most {BUS*recovery_peak/1e3:.1f} uJ/ns")
print("tests ok")
```

Running it gives:

```
Bus voltage 800 V; load current 40 A
Product V*I = 32.0 uJ per ns of skew
Loop: 15.0 nH, 0.30 ohm; diode 0.03 ohm
Diode zero-bias capacitance 1.70 nF
Diode built-in voltage 1.5 V
Gate -4 to 15 V through 20 ohm
C_gs, C_gd, C_ds = 1.500, 0.015, 0.100 nF
Threshold 4.0 V; transconductance 10.0 A/V
Channel knee voltage 3.5 V
Ramp times on: i 12 ns, v 25 ns
Ramp times off: v 18 ns, i 14 ns
Ramps, +3 ns: on -95.520, off 96.000 uJ
Ramps, +3 ns: sum 0.4800 uJ
Ramps, +3 ns: cubic formula 0.4800 uJ
Ramps, -3 ns: on 96.000, off -95.429 uJ
Ramps, -3 ns: sum 0.5714 uJ
Ramps, -3 ns: cubic formula 0.5714 uJ
Circuit, aligned: E_on 884.1 uJ
Circuit, aligned: E_off 462.4 uJ
Circuit, aligned: sum 1346.5 uJ
Slope on -32.16 uJ/ns
Slope off 32.38 uJ/ns
Slope of sum, by shifting 0.226 uJ/ns
Inductive term 6.682 uJ/ns
Capacitive term 6.456 uJ/ns (subtracted)
Slope of sum, formula 0.226 uJ/ns
Slope of sum / V*I = 0.7 %
Skew -2 ns: on +64.24, off -62.31, sum +1.93 uJ
Skew -1 ns: on +32.13, off -31.97, sum +0.16 uJ
Skew +1 ns: on -32.20, off +32.32, sum +0.12 uJ
Skew +2 ns: on -64.53, off +63.72, sum -0.81 uJ
Sum slope / V*I, L/10 and C_D/10: -0.6 %
Sum slope / V*I, C_D/10: 17.8 %
Sum slope / V*I, L/10: -16.4 %
Sum slope / V*I, hot: 3 V, 8 A/V: -4.2 %
Peak turn-on current 47.8 A
Peak turn-off voltage 851 V; rating 1200 V
Output-capacitance energy 36.8 uJ
Channel minus terminal energy, turn-on 37.1 uJ
Probe bandwidth 200 MHz: delay 0.796 ns
Probe error on -25.65 uJ
Probe error off 25.44 uJ
Load 200 uH; gap 5 us: droop 0.030 A
Load-current drift in 50 ns 0.20 A
Second pulse 2 us: extra 8.0 A
Its uncancelled error 6.40 uJ/ns
Current slope at half load 3.14 A/ns
Assumed recovery charge 50 nC: peak 17.7 A
Recovery term at most 14.2 uJ/ns
tests ok
```
